# Comment on Vibronic Spectra from Wigner-Sampled Vertical Gaps

## The argument under review

The manuscript draws geometries $x$ from the Wigner distribution $W(x,p)$ of the initial vibrational state, computes the vertical gap $U(x)=V_e(x)-V_g(x)$ at each, and histograms the gaps with weight $\mu(x)^2$, where $\mu$ is the transition dipole. It argues that $W$ carries the full quantum state, that the mean and width of the histogram match the exact band, and that the histogram is therefore the vibronic spectrum. The first premise is true and the second is true under conditions. The conclusion does not follow.

## Conventions

Take one mode of mass $m$ on two Born-Oppenheimer surfaces, $H_e=H_g+U(x)$, a real $\mu(x)$, and an initial mixture $p_i$ of eigenstates $|i\rangle$ of $H_g$. Let $|f\rangle$ be the eigenstates of $H_e$, let $\langle\cdot\rangle$ be the average in the initial mixture, and set $K=\hbar^2/2m$. The two lineshapes are
$$L(E)=\sum_{i,f}p_i|\langle f|\mu|i\rangle|^2\,\delta(E-E_f+E_i),\qquad L_W(E)=\iint W\,\mu^2\,\delta(E-U)\,dx\,dp .$$
With $v=p/m\omega$ and $\omega$ the ground-state frequency, $W$ is the function whose Fourier transform is $\langle e^{i(\kappa x+\lambda v)}\rangle$. Setting $\lambda=0$ shows that its integral over $p$ is the position density $\rho(x)$. Since $U$ and $\mu$ do not depend on $p$, the sampled moments are $M_k^W=\langle\mu^2U^k\rangle$, and the momentum content of $W$ is discarded.

## Which moments agree

Closure over $f$ gives $M_k=\int E^kL\,dE=\sum_ip_i\langle i|\mu(\Lambda+U)^k\mu|i\rangle$ with $\Lambda=H_g-E_i$, and $\Lambda$ annihilates $|i\rangle$ on either side.

One lemma is needed. For a real function $A(x)$, expanding gives $[A,[H_g,A]]=2AH_gA-A^2H_g-H_gA^2$, whose expectation in $|i\rangle$ is $2\langle A\Lambda A\rangle$. Directly, $[H_g,A]=-K(A''+2A'\partial_x)$, and $[A,\partial_x]=-A'$ gives $[A,[H_g,A]]=2KA'^2$. Hence
$$\langle A\Lambda A\rangle=K\langle A'^2\rangle .$$

In the Condon approximation set $\mu=1$. Every term of $(\Lambda+U)^k$ that begins or ends with $\Lambda$ vanishes, which leaves
$$M_1=\langle U\rangle,\qquad M_2=\langle U^2\rangle,\qquad M_3=\langle U^3\rangle+\langle U\Lambda U\rangle .$$
The third cumulant is $\kappa_3=M_3-3M_1M_2+2M_1^3$, so for any pair of potentials
$$\kappa_1=\kappa_1^W,\qquad \kappa_2=\kappa_2^W,\qquad \kappa_3-\kappa_3^W=K\langle U'^2\rangle .$$
The difference is positive unless $U$ is constant where $\rho$ is nonzero. It equals $\langle U\Lambda U\rangle$, the expectation of $H_g-E_i$ (kinetic and potential parts together) in the unnormalized state $U|i\rangle$, with the dimension of energy cubed. A histogram of the values of $U$ does not contain it, although the form $K\langle U'^2\rangle$ shows that it can be averaged over the same geometries when the gap gradient is available. In emission the initial state belongs to $H_e$, $H_g=H_e-U$, and the photon energy is $E_i-E_f$. Then $-M_3=\langle(\Lambda_e-U)^3\rangle=-\langle U^3\rangle+K\langle U'^2\rangle$, and the correction changes sign.

The emission sign was tested only for the displaced oscillator treated below. The absorption identities were tested by grid diagonalization for two Morse wells (depths 30000 and 20000 cm⁻¹, harmonic quanta $\hbar\omega=1500$ and 1100 cm⁻¹, $m=10$ u, shift 0.08 Å, 600 K). In powers of $\hbar\omega$, with $\kappa_1$ measured from the offset of the minima, both routes give $\kappa_1=0.8284$ and $\kappa_2=0.8812$. The third cumulants are $0.7774$ and $-0.0376$, and $0.7774+0.0376=0.8150=K\langle U'^2\rangle$, so the sampled skew has the wrong sign here. The agreement of $\kappa_1$ is guaranteed only for the true $\rho(x)$: the harmonic density in the same Morse well gives $\kappa_1=0.9900$, too high by $1500\,(0.99001-0.82835)=242.5$ cm⁻¹.

## The exact displaced oscillator

Let $V_g=\tfrac12m\omega^2x^2$, $V_e=E_{00}+\tfrac12m\omega^2(x-d)^2$, $x=x_0(a+a^\dagger)$, $x_0^2=\hbar/2m\omega$, $S=d^2/4x_0^2$ and $\tau=\omega t$. Then $x-d=x_0(b+b^\dagger)$ with $b=a-\sqrt S$. Define $D(\eta)=e^{\eta a^\dagger-\eta^*a}$. Because $[\eta a^\dagger-\eta^*a,\,a]=-\eta$ is a number, $D(\eta)aD(\eta)^\dagger=a-\eta$, so $H_e=E_{00}+DH_gD^\dagger$ with $D=D(\sqrt S)$. The Fourier transform of the lineshape is
$$G(t)=\int L\,e^{-iEt/\hbar}dE=\langle e^{iH_gt/\hbar}e^{-iH_et/\hbar}\rangle=e^{-iE_{00}t/\hbar}\langle D(\sqrt Se^{i\tau})\,D(-\sqrt S)\rangle ,$$
where $e^{iH_gt/\hbar}a^\dagger e^{-iH_gt/\hbar}=a^\dagger e^{i\tau}$ was used. The commutator of the exponents of $D(\beta)$ and $D(\beta')$ is the number $\beta\beta'^*-\beta^*\beta'$, so $D(\beta)D(\beta')=D(\beta+\beta')\,e^{(\beta\beta'^*-\beta^*\beta')/2}$. Here $\beta\beta'^*-\beta^*\beta'=-S(e^{i\tau}-e^{-i\tau})$, which gives the phase $e^{-iS\sin\tau}$, and $|\beta+\beta'|^2=S|e^{i\tau}-1|^2=2S(1-\cos\tau)$.

For the thermal average write $D(\eta)=e^{-|\eta|^2/2}e^{\eta a^\dagger}e^{-\eta^*a}$. With $p_n=(1-q)q^n$ and $q=e^{-\hbar\omega/k_BT}$,
$$\langle a^{\dagger k}a^k\rangle=\sum_np_n\frac{n!}{(n-k)!}=(1-q)q^k\frac{d^k}{dq^k}\frac1{1-q}=k!\,\bar n^k,\qquad \bar n=\frac q{1-q}.$$
Terms with unequal powers of $a^\dagger$ and $a$ average to zero, so the series is $\sum_k(-|\eta|^2\bar n)^k/k!$ and
$$\langle D(\eta)\rangle=e^{-c|\eta|^2/2},\qquad c=2\bar n+1=\coth(\hbar\omega/2k_BT).$$
Collecting the factors, and then splitting $e^{\mp i\tau}$ into real and imaginary parts to confirm the second form,
$$\ln G+\frac{iE_{00}t}{\hbar}=-iS\sin\tau-Sc(1-\cos\tau)=S\left[(\bar n+1)(e^{-i\tau}-1)+\bar n(e^{i\tau}-1)\right].$$
Cumulants are defined by $\ln G=\sum_k\kappa_k(-it/\hbar)^k/k!$. The coefficient of $(-i\tau)^k/k!$ is $S[\bar n+1+(-1)^k\bar n]$, so $\kappa_1=E_v\equiv E_{00}+S\hbar\omega$ and
$$\kappa_k=Sc\,(\hbar\omega)^k\ \ (k\text{ even}),\qquad \kappa_k=S(\hbar\omega)^k\ \ (k\ge3\text{ odd}).$$
At $T=0$, expanding $\exp(Se^{-i\tau})$ gives lines at $E_{00}+f\hbar\omega$ with Poisson weights $P_f=e^{-S}S^f/f!$.

## The sampled distribution

Using $m\omega^2=\hbar\omega/2x_0^2$ and $d=2x_0\sqrt S$, the gap is linear: $U=E_v-\hbar\omega\sqrt S\,x/x_0$. With $v=ix_0(a^\dagger-a)$ one has $e^{i(\kappa x+\lambda v)}=D(x_0(i\kappa-\lambda))$, whose average is $\exp[-cx_0^2(\kappa^2+\lambda^2)/2]$. Thus $x$ and $v$ are independent Gaussians of variance $cx_0^2$. Setting $\kappa=\sqrt S\tau/x_0$ and $\lambda=0$,
$$\ln G_W=\ln\langle e^{-iUt/\hbar}\rangle=-\frac{iE_vt}{\hbar}-\frac{Sc\,\tau^2}{2}.$$
This is $\ln G$ cut after $\tau^2$. All $\kappa^W_{k\ge3}$ vanish, and $\ln(G/G_W)=iS(\tau-\sin\tau)+O(\tau^4)=iS\tau^3/6+O(\tau^4)$. The general identity agrees: $KU'^2=K(\hbar\omega)^2S/x_0^2=S(\hbar\omega)^3$, since $K=\hbar\omega x_0^2$.

The model parameters are $m=10$ u, $\hbar\omega=1500$ cm⁻¹, $d=0.08$ Å and $E_{00}=25000$ cm⁻¹. Then $K=1.68576$ cm⁻¹ Å², $x_0=\sqrt{1.68576/1500}=0.03352$ Å, $S=0.08^2\times1500/(4\times1.68576)=1.4237$, and $E_v=25000+2135.5=27135.5$ cm⁻¹ $=3.364$ eV. At 1000 K, $\bar n=0.13063$, $c=1.26126$ and $Sc=1.7956$. In units of $(\hbar\omega)^k$:

| | $\kappa_2$ | $\kappa_3$ | $\kappa_4$ | $\kappa_5$ | $\kappa_6$ |
|---|---|---|---|---|---|
| exact, 0 K | 1.4237 | 1.4237 | 1.4237 | 1.4237 | 1.4237 |
| sampled, 0 K | 1.4237 | 0 | 0 | 0 | 0 |
| exact, 1000 K | 1.7956 | 1.4237 | 1.7956 | 1.4237 | 1.7956 |
| sampled, 1000 K | 1.7956 | 0 | 0 | 0 | 0 |

At 0 K the common standard deviation is $1500\sqrt{1.4237}=1790$ cm⁻¹ (0.222 eV), and the missing $\kappa_3^{1/3}$ is 1687 cm⁻¹ (0.209 eV). The missing skewness $\kappa_3/\kappa_2^{3/2}=S^{-1/2}c^{-3/2}$ is 0.838 at 0 K and 0.592 at 1000 K. A Monte Carlo ensemble of $10^6$ gaps returns $\kappa_2=1.4193$ and $\kappa_3=0.0005$, inside the five-standard-error tolerances around $S$ and zero, so more samples do not help.

At 0 K the exact spectrum has no weight below $E_{00}$. The Gaussian is centred $\sqrt S$ standard deviations above $E_{00}$ and puts $\Phi(-\sqrt S)=0.116$ of its weight below, with $\Phi$ the normal distribution function. Binning it into windows of width $\hbar\omega$ around the lines gives 0.166, 0.306, 0.291 and 0.143 for $f=0$ to 3, against the exact 0.241, 0.343, 0.244 and 0.116.

## Why no progression appears

The function $Ge^{iE_{00}t/\hbar}$ is periodic in $\tau$, so it is a Fourier series and $L$ is a set of lines at spacing $\hbar\omega$. At one period, 22.2 fs here, $|G|=1$ for every $S$ and $T$ in this model. The sampled function decays monotonically and reaches $|G_W|=e^{-2\pi^2Sc}$, which the formula puts at $6\times10^{-13}$ at 0 K. A progression is a recurrence of the wavepacket at the vibrational period. A fixed geometry contributes only the phase $e^{-iUt/\hbar}$, which does not contain that period, and the continuous spread of gaps dephases the average. Large $S$ does not cure this. For $k\ge3$ the standardized cumulants $\kappa_k/\kappa_2^{k/2}\propto S^{1-k/2}$ vanish as $S\to\infty$, so the envelope becomes Gaussian while the lines persist.

In the Condon approximation the histogram can approximate the band once broadening removes the recurrence. Convolution with a Gaussian of standard deviation $\Gamma$ multiplies both $G$ and $G_W$ by $e^{-\Gamma^2t^2/2\hbar^2}$, adds $\Gamma^2$ to $\kappa_2$, and damps the recurrence to $r=e^{-2\pi^2\Gamma^2/(\hbar\omega)^2}$. When $r$ is negligible, short times dominate and $G\approx G_W[1+\kappa_3(-it/\hbar)^3/6]$ to leading order. Under the inverse transform the factor $-it/\hbar$ acts as $-d/dE$. With $s^2=\kappa_2+\Gamma^2$, $z=(E-E_v)/s$, the normal density $\varphi$, and $\varphi'''=-(z^3-3z)\varphi$,
$$L-L_W\approx\frac{\gamma}{6s}(z^3-3z)\varphi(z),\qquad\gamma=\frac{\kappa_3}{s^3},$$
which is the leading Edgeworth term. An antiderivative of $(z^3-3z)\varphi$ is $-(z^2-1)\varphi$, equal to $\varphi(0)$, $-2\varphi(\sqrt3)$ and 0 at $z=0$, $\sqrt3$ and $\infty$. The two intervals contribute $\varphi(0)+2\varphi(\sqrt3)$ and $2\varphi(\sqrt3)$ in magnitude. Doubling for $z<0$, the distance $\int|L-L_W|\,dE$ between unit-area bands is $(\gamma/6)[2\varphi(0)+8\varphi(\sqrt3)]=1.510\,\gamma/6$. At 0 K:

| $\Gamma$ (cm⁻¹) | $r$ | maxima, exact / sampled | distance | Edgeworth |
|---|---|---|---|---|
| 300 | 0.454 | 6 / 1 | 0.657 | 0.202 |
| 900 | $8.2\times10^{-4}$ | 1 / 1 | 0.162 | 0.150 |
| 4500 | $7\times10^{-78}$ | 1 / 1 | 0.0106 | 0.0106 |

Maxima are counted above 1% of the peak. The estimate is tested to 3% at $\Gamma=4500$ cm⁻¹, where $0.0423\times1.510/6=0.0106$. At 300 cm⁻¹ its premise of negligible $r$ fails. At 900 cm⁻¹ the band has one maximum, yet the distance is still 0.16 of the band area.

## Two further conditions on the low moments

The first concerns the energy factor. The golden-rule rate is proportional to $L$ times the squared field, and the squared field is proportional to photon flux times $E$, so the cross section goes as $E\,L(E)$. Its moments are $M_{k+1}/M_1$. For constant $\mu$ the mean $M_2/M_1$ stays exact, 27253.6 cm⁻¹ at 0 K. The second moment $M_3/M_1$ is too small by $S(\hbar\omega)^3/E_v=1.42369\times1500^3/27135.5=1.77\times10^5$ cm⁻², which gives a standard deviation of 1786 instead of 1835 cm⁻¹.

The second concerns Herzberg-Teller coupling. For $\mu=\mu(x)$ the operator $\Lambda$ no longer meets $|i\rangle$ directly. The area $M_0=\langle\mu^2\rangle$ is exact, but $M_1=\langle\mu^2U\rangle+\langle\mu\Lambda\mu\rangle$, and the lemma gives
$$\bar E-\bar E_W=K\langle\mu'^2\rangle/\langle\mu^2\rangle .$$
For the Morse pair with $\mu=1\,\mathrm D+(10\,\mathrm{D/\mathring A})x+(50\,\mathrm{D/\mathring A^2})x^2$ both sides are 148.7 cm⁻¹.

For the displaced oscillator at $T=0$ take $\mu=\mu_0+\mu_1x$ and $g=\mu_1x_0$. Projecting $(b+\sqrt S)|0_g\rangle=0$ on $\langle f-1|$ and using $\langle f-1|b=\sqrt f\langle f|$ gives $\sqrt f\langle f|0_g\rangle=-\sqrt S\langle f-1|0_g\rangle$, a recursion that reproduces $|\langle f|0_g\rangle|^2=P_f$. Since $x|0_g\rangle=x_0a^\dagger|0_g\rangle=x_0(b^\dagger+\sqrt S)|0_g\rangle$ and $\langle f|b^\dagger=\sqrt f\langle f-1|$,
$$\langle f|x|0_g\rangle=x_0\left(\sqrt S-\frac f{\sqrt S}\right)\langle f|0_g\rangle,\qquad I_f=P_f\,w(f),\qquad w=\left(\mu_0-\frac{g\,y}{\sqrt S}\right)^2,\quad y=f-S .$$
In the sampled spectrum set $U=E_{00}+f\hbar\omega$ with continuous $f$. Then $x/x_0=-y/\sqrt S$, so $\mu^2=w(f)$ again, now multiplying a normal density of mean and variance $S$. The averages of $y^2,y^3,y^4$ are $\kappa_2$, $\kappa_3$ and $\kappa_4+3\kappa_2^2$, which are $S,\,S,\,3S^2+S$ for the Poisson law and $S,\,0,\,3S^2$ for the normal law. Expanding $w=\mu_0^2-2\mu_0gy/\sqrt S+g^2y^2/S$, both laws give the norm $N=\mu_0^2+g^2$, and
$$\overline{yw}=-2\mu_0g\sqrt S+[g^2],\qquad \overline{y^2w}=\mu_0^2S+3Sg^2+[g^2-2\mu_0g\sqrt S],$$
where the bracketed terms are absent from the sampled result. The mean shift $\hbar\omega g^2/N$ agrees with the general formula, because $K\mu_1^2=\hbar\omega g^2$.

For $\mu_0=1$ D and $\mu_1=10$ D/Å, $g=0.33524$ D, $N=1.11238$ D², and $2\mu_0g\sqrt S=\mu_0\mu_1d=0.8$ D². The sampled mean is $27135.5-1500\times0.8/1.11238\approx26057$ cm⁻¹. The shift is $1500\times0.11238/1.11238=151.5$ cm⁻¹ (0.019 eV), which brings the exact mean to 26208 cm⁻¹. The width suffers more: 1639 cm⁻¹ sampled against 1265 cm⁻¹, 30% too large relative to the exact value, although $g^2$ is a tenth of $N$. The dominant cause is the missing term $-2\mu_0g\sqrt S$, which is linear in $g$ and comes from the Poisson third moment. It lowers the variance by $0.8/1.11238=0.719$ in units of $(\hbar\omega)^2$; the missing $g^2$ and the shift of the mean restore 0.236 of this, leaving 0.483. Subtracting the squared means, the exact variance exceeds the sampled one by $(\hbar\omega)^2[g^2\mu_0^2-2\mu_0g\sqrt S(\mu_0^2-g^2)]/N^2$. The direction of the error therefore depends on the sign of $\mu_0\mu_1d$ and also on the size of $g$, since the sign-dependent term reverses once $g^2>\mu_0^2$. With $|g|$ as above the sign decides: for $\mu_1=-10$ D/Å the same formulas leave the sampled width at 1639 cm⁻¹ and give an exact width of 2045 cm⁻¹. The zero of $w$ at $f=S+\mu_0\sqrt S/g=1.424+1.193/0.335\approx5.0$ accounts for the nearly extinguished $f=5$ line, 0.0000 to four places against 0.0002 for $f=6$.

For $\mu_0=0$ the shift is a full quantum, 28635.5 against 27135.5 cm⁻¹. The variances, $(3S+1)-1^2$ and $3S$ in units of $(\hbar\omega)^2$, coincide and give a standard deviation of 3100 cm⁻¹. At $d=0$ every sampled gap is 25000 cm⁻¹, while $x|0_g\rangle\propto|1\rangle$ puts the single exact line at 26500 cm⁻¹: the false origin is missed.

## What repairs the argument

For the displaced oscillator with constant $\mu$, the fault is the freezing, not $W$: the same samples give the exact spectrum when they are propagated, provided the well is the mean of the two potentials. Launch a classical trajectory from each sample $(x,v)$ in a harmonic well of frequency $\omega$ centred at $x_c$, so that $x(\tau)=x_c+(x-x_c)\cos\tau+v\sin\tau$, and accumulate the phase $\theta=\int_0^t(U-E_{00})\,dt'/\hbar$. With $U-E_{00}=\hbar\omega(S-\sqrt S\,x/x_0)$,
$$\theta=S\tau-\frac{\sqrt S}{x_0}\left[x_c(\tau-\sin\tau)+x\sin\tau+v(1-\cos\tau)\right].$$
The Gaussian average over $x$ and $v$ gives $\exp\{-\tfrac12Sc[\sin^2\tau+(1-\cos\tau)^2]\}=e^{-Sc(1-\cos\tau)}$ for any $x_c$. On the mean potential $(V_g+V_e)/2$, $x_c=d/2=x_0\sqrt S$, the remaining phase is $S\tau-S(\tau-\sin\tau)=S\sin\tau$, and the exact $G$ is recovered. This exactness is shown here for equal frequencies and constant $\mu$ and is not claimed beyond that. On $V_g$, $x_c=0$ and the phase stays $S\tau$. The result is a progression of the right spacing, symmetric about $E_v$, with lines at $E_v+k\hbar\omega$ that miss the true positions unless $S$ is an integer. Both forms were tested at 1000 K with numerically integrated trajectories.

## Recommendation

The claim should be withdrawn in its present form. The manuscript may present its histogram as a distribution of vertical gaps whose mean and variance equal those of $L(E)$ in the Condon approximation, when the true $\rho(x)$ is used. It should state the density and the broadening, and report $K\langle U'^2\rangle$, the error in the Condon third cumulant of the absorption lineshape $L(E)$, and $K\langle\mu'^2\rangle/\langle\mu^2\rangle$, the error in the mean of that lineshape when the dipole depends on $x$. In emission both corrections change sign, since $U+\Lambda$ is replaced by $U-\Lambda_e$ and the averages are taken in the excited state; neither expression carries over unchanged to $E\,L(E)$. The numerical check below compares grid diagonalization with the closed forms.

## Numbers as computed

```
m = 10.0 u, hw = 1500.0 cm-1, d = 0.08 A, E00 = 25000.0 cm-1
K = hbar^2/2m = 1.68576 cm-1 A^2, x0 = 0.03352 A, S = 1.42369
S*hw = 2135.5 cm-1, Ev = 27135.5 cm-1 = 3.3644 eV
period 2pi/w = 22.238 fs
T = 0 K: nbar = 0.00000, c = 1.00000
  exact   k1..k6 (hw^n, k1 from E00): 1.4237 1.4237 1.4237 1.4237 1.4237 1.4237
  sampled k1..k6 (hw^n, k1 from E00): 1.4237 1.4237 0.0000 0.0000 0.0000 0.0000
  std = 1789.8 cm-1 = 0.2219 eV, skewness = 0.8381
  |G(period)| exact = 1.000000, sampled = 6.241e-13
  E-weighted: mean 27253.6 cm-1, std exact 1834.8, sampled 1785.9 cm-1
T = 1000 K: nbar = 0.13063, c = 1.26126
  exact   k1..k6 (hw^n, k1 from E00): 1.4237 1.7956 1.4237 1.7956 1.4237 1.7956
  sampled k1..k6 (hw^n, k1 from E00): 1.4237 1.7956 0.0000 0.0000 0.0000 0.0000
  std = 2010.0 cm-1 = 0.2492 eV, skewness = 0.5917
  |G(period)| exact = 1.000000, sampled = 4.043e-16
  E-weighted: mean 27284.4 cm-1, std exact 2048.2, sampled 2004.5 cm-1
k3^(1/3) = 1687.4 cm-1 = 0.2092 eV; S hw^3/Ev = 1.7707e+05 cm-2
mu0 = 1.0 D, mu1 = 10.0 D/A, g = mu1*x0 = 0.33524 D, <mu^2> = 1.11238 D^2
f, line (cm-1), exact, sampled in bin f+-1/2, HT exact, pure HT exact (normalized)
  0 25000 0.2408 0.1660 0.4243 0.3429
  1 26500 0.3429 0.3061 0.3860 0.0432
  2 28000 0.2441 0.2910 0.1541 0.0569
  3 29500 0.1158 0.1426 0.0323 0.2021
  4 31000 0.0412 0.0360 0.0028 0.1922
  5 32500 0.0117 0.0046 0.0000 0.1055
  6 34000 0.0028 0.0003 0.0002 0.0410
Monte Carlo (1000000 gaps) k1,k2,k3 (hw^n): 1.4239 1.4193 0.0005
sampled weight below E00 = 0.1164, below E00-hw/2 = 0.0535
Edgeworth constant 2phi(0)+8phi(sqrt3) = 1.51001
Gamma = 300 cm-1: recurrence 4.54e-01, maxima 6 vs 1, L1 0.6569, gamma 0.8040, Edgeworth L1 0.2023
Gamma = 900 cm-1: recurrence 8.20e-04, maxima 1 vs 1, L1 0.1624, gamma 0.5976, Edgeworth L1 0.1504
Gamma = 4500 cm-1: recurrence 7.02e-78, maxima 1 vs 1, L1 0.0106, gamma 0.0423, Edgeworth L1 0.0106
HT: mean exact 26208.3, sampled 26056.8, shift 151.5 cm-1 = 0.0188 eV
HT: std exact 1264.9, sampled 1639.2 cm-1
pure HT: mean exact 28635.5, sampled 27135.5, shift 1500.0 cm-1 = 0.1860 eV
pure HT: std exact 3100.0, sampled 3100.0 cm-1
pure HT with d = 0: single exact line at 26500.0 cm-1, every sampled gap 25000.0 cm-1
Morse: Dg = 30000, De = 20000, hw_e = 1100 cm-1, T = 600 K, a_g = 3.3351, a_e = 2.9954 1/A
Morse exact   k1,k2,k3 (hw^n): 0.82835 0.88120 0.77743
Morse sampled k1,k2,k3 (hw^n): 0.82835 0.88120 -0.03757
Morse K<U'^2> = 0.81500 hw^3
Morse with harmonic W: k1,k2 (hw^n): 0.99001 0.86807, mean error 242.5 cm-1
Morse, mu2 = 50.0 D/A^2: mean shift 148.68 cm-1, K<mu'^2>/<mu^2> = 148.68 cm-1
```
